\section*{The interface dipole needed for a half-electronvolt band-offset shift}

\section{Problem}

An interface between silicon and its oxide carries a flat, complete layer of identical dipoles, one on each of $N=6.78\times10^{14}$ sites per square centimetre. The layer shifts the band offset by $0.5$ eV. Find the component $p$ of each dipole along the interface normal, in debye, if no dielectric medium screens the layer.

The normal is the $z$ axis and the layer lies at $z=0$. A dipole points from its negative to its positive charge, and $p>0$ means that it points towards $+z$. The symbol $p$ stands for the dipole actually present in the layer, whatever it would be on an isolated site. SI formulas are used, with $e>0$ the elementary charge.

\section{A tempting solution}

A point dipole at the origin produces, at height $z$ and lateral distance $\rho$, the potential
\begin{equation}
v(\rho,z)=\frac{p\,z}{4\pi\varepsilon_0(\rho^2+z^2)^{3/2}} .
\end{equation}
Seen from far away compared with the site spacing, the layer is a continuous sheet. A ring of radius $\rho$ and width $d\rho$ holds $2\pi\rho N\,d\rho$ dipoles. For a disc of radius $R$ and a point on its axis at $z>0$,
\begin{align}
V(z)&=\frac{Np}{4\pi\varepsilon_0}\int_0^R\frac{2\pi\rho\,z\,d\rho}{(\rho^2+z^2)^{3/2}}
=\frac{Np\,z}{2\varepsilon_0}\left[-\frac{1}{\sqrt{\rho^2+z^2}}\right]_0^R \nonumber\\
&=\frac{Np}{2\varepsilon_0}\left(1-\frac{z}{\sqrt{R^2+z^2}}\right).
\label{disc}
\end{align}
As $R\to\infty$ the bracket tends to one, and the potential above the layer is $Np/(2\varepsilon_0)$. Setting this equal to $0.5$ V, with $N=6.78\times10^{18}\ \mathrm{m^{-2}}$, gives
\begin{equation}
p=\frac{2\varepsilon_0(0.5\ \mathrm{V})}{N}=1.31\times10^{-30}\ \mathrm{C\,m}=0.39\ \mathrm{D}
\qquad\text{(wrong).}
\end{equation}

\section{Where it fails}

The integral is correct. The fault is in the last move, which sets the potential on one side equal to the band-offset shift. A band offset compares energies on \emph{two} sides of an interface, so the quantity needed is a difference of potentials.

The potential of a point dipole is odd in $z$. The potential below the infinite layer is therefore $-Np/(2\varepsilon_0)$, and the zero of potential used in the integral lies halfway between the two sides. It belongs neither to the silicon nor to the oxide. The step is
\begin{equation}
\Delta V=V(0^+)-V(0^-)=\frac{Np}{2\varepsilon_0}-\left(-\frac{Np}{2\varepsilon_0}\right)=\frac{Np}{\varepsilon_0}.
\label{step}
\end{equation}
The tempting solution counts half of this step and so asks for twice the dipole.

Equation~\eqref{disc} also shows when a layer may be called infinite. For a disc of finite radius, the difference between heights $z$ and $-z$ on the axis is
\begin{equation}
V(z)-V(-z)=\frac{Np}{\varepsilon_0}\left(1-\frac{z}{\sqrt{R^2+z^2}}\right).
\end{equation}
It is close to the full step for $z\ll R$. For $z\gg R$, the expansion $z/\sqrt{R^2+z^2}\simeq1-R^2/(2z^2)$ leaves $NpR^2/(2\varepsilon_0z^2)$, which falls off as for a single dipole of moment $\pi R^2Np$. A band-offset shift thus requires a layer much wider than the distance at which the bands are compared.

\section{The right solution}

The step also follows from Gauss's law, which shows where the potential changes. Replace each dipole by charges $-q$ and $+q$ separated by $d$ along the normal, with $p=qd$. Averaged over the plane, they form two sheets of charge density $-\sigma$ and $+\sigma$, where $\sigma=qN$. The positive sheet lies on the $+z$ side.

A single sheet of density $\sigma$ has a field $\sigma/(2\varepsilon_0)$ pointing away from it on each side. Outside the pair the two fields cancel. Between the sheets both point towards $-z$, so $E_z=-\sigma/\varepsilon_0$. Since $E_z=-dV/dz$,
\begin{equation}
\Delta V=-\int E_z\,dz=\frac{\sigma d}{\varepsilon_0}=\frac{Nqd}{\varepsilon_0}=\frac{Np}{\varepsilon_0},
\end{equation}
in agreement with \eqref{step}. The charge and the separation enter through their product alone. Solving for the dipole gives
\begin{align}
p&=\frac{\varepsilon_0\,\Delta V}{N}
=\frac{(8.85419\times10^{-12}\ \mathrm{F/m})(0.500\ \mathrm{V})}{6.78\times10^{18}\ \mathrm{m^{-2}}}\nonumber\\
&=6.53\times10^{-31}\ \mathrm{C\,m}.
\end{align}
One debye is $3.33564\times10^{-30}$ C\,m, so
\begin{equation}
\boxed{p=\frac{6.53\times10^{-31}}{3.33564\times10^{-30}}\ \mathrm{D}=0.196\ \mathrm{D}\approx0.20\ \mathrm{D}.}
\end{equation}

\subsection*{Which way the bands move}

An electron has potential energy $-eV$. The potential is higher on the side to which the dipoles point, so electron energies there are \emph{lower} by $0.5$ eV. If the dipoles point from oxide to silicon, the oxide bands rise relative to those of silicon. The barrier for electrons entering the oxide conduction band grows by $0.5$ eV. Since the oxide valence band rises by the same amount, the barrier for holes shrinks by $0.5$ eV. Reversing the dipoles reverses both changes. The band gaps do not enter, because an electrostatic step moves both edges of a material together.

\section{From a smooth sheet to separate sites}

The sites are discrete, so the potential must vary along the plane. Take a square lattice of spacing $a=N^{-1/2}=0.384$ nm. Its dipole density per area can be written as a Fourier series over the reciprocal vectors $\mathbf G$ of the lattice:
\begin{equation}
P(\mathbf r)=p\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)=Np\sum_{\mathbf G}\cos(\mathbf G\cdot\mathbf r),
\end{equation}
where $\mathbf r$ lies in the plane and $\mathbf R$ runs over the sites. The charge density of normal dipoles is $-P(\mathbf r)\,\delta'(z)$. Poisson's equation then makes the potential jump by $P(\mathbf r)/\varepsilon_0$ across $z=0$, while its normal derivative stays continuous.

Away from the plane Laplace's equation holds. A component varying as $\cos(\mathbf G\cdot\mathbf r)$ must satisfy $V''=G^2V$ in $z$, and the solution that decays is proportional to $e^{-G|z|}$. The potential is odd in $z$, so each side takes half of the jump:
\begin{equation}
V(\mathbf r,z)=\operatorname{sgn}(z)\,\frac{Np}{2\varepsilon_0}\sum_{\mathbf G}e^{-G|z|}\cos(\mathbf G\cdot\mathbf r).
\label{fourier}
\end{equation}
The term $\mathbf G=0$ is the smooth sheet. The next four vectors have length $2\pi/a$. Above a site each of their cosines is $+1$, and above the centre of a square of sites each is $-1$. The difference between these two positions is therefore
\begin{equation}
V_{\rm top}-V_{\rm hollow}\simeq\frac{\Delta V}{2}\,8\,e^{-2\pi z/a}.
\end{equation}
At $z=a$ this is $0.25\ \mathrm{V}\times8\times e^{-2\pi}=3.7$ mV, less than one percent of the step. This value is for point dipoles; for charges $0.16$ nm apart, with $z$ measured from their midpoint, it is $4.9$ mV, just under one percent. Within a lattice spacing the potential has become nearly uniform.

A direct numerical sum of point-dipole potentials, carried to 800 lattice spacings and extrapolated to an infinite layer, gives $3.74$ mV for the same difference. Evaluated at heights $3a$ and $-3a$, the same kind of sum gives a step of $0.500$ V.

Dipole components parallel to the interface do not alter the step. Their charge density is minus the in-plane divergence of a periodic function, and its average over a lattice cell is zero. They contribute nothing to the $\mathbf G=0$ term. A dipole tilted by an angle $\theta$ from the normal must therefore have total magnitude $p/\cos\theta$.

Coverage enters through $N$. If every second site in a checkerboard pattern is empty and the remaining dipoles keep the same $p$, the step falls to $0.25$ V. This average applies when the pattern is fine compared with the distance of observation. Wide covered and bare patches would instead give different local offsets.

\section{What screening would change}

Suppose that the charges $\pm q$ are held fixed and a medium of relative permittivity $\varepsilon$ fills the space between the two sheets. Gauss's law for the displacement gives $D_z=-\sigma$ between the sheets and zero outside. The field between them is $-\sigma/(\varepsilon_0\varepsilon)$, and the step becomes
\begin{equation}
\Delta V=\frac{Np}{\varepsilon_0\varepsilon}.
\end{equation}
In this model the media outside the pair do not matter, since the field there is zero. With rough static permittivities of $3.9$ for the oxide and $11.7$ for silicon, the $0.196$ D dipole gives $0.128$ V if both sheets lie in the oxide and $0.043$ V if both lie in silicon. To restore $0.5$ V, the dipole formed by the fixed charges must be $0.76$ D or $2.3$ D. These values show the size of the effect, but a bulk permittivity is a doubtful concept over the length of one bond.

A site-by-site picture avoids the bulk permittivity. Let each site have a dipole $p_0$ when isolated, and a polarizability volume $\alpha$. At a neighbour a distance $r$ away in the plane, a normal dipole $p$ produces the normal field $-p/(4\pi\varepsilon_0r^3)$, which opposes it. Summed over the square lattice, the field at a site is
\begin{equation}
E_z=-\frac{p\,S\,N^{3/2}}{4\pi\varepsilon_0},\qquad
S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}}=9.034,
\end{equation}
with $S$ obtained by numerical summation. The induced dipole is $4\pi\varepsilon_0\alpha E_z$, so
\begin{equation}
p=p_0-\alpha SN^{3/2}p
\quad\Longrightarrow\quad
p_0=p\left(1+\alpha SN^{3/2}\right).
\end{equation}
For a chosen $\alpha=0.002\ \mathrm{nm^3}$, and with $N^{3/2}=a^{-3}$, the factor is
\begin{equation}
1+\frac{0.002\times9.034}{0.384^3}=1.32 .
\end{equation}
An isolated site would then need $p_0=0.26$ D to end up with $p=0.196$ D in the layer. This is another description of dielectric response. Multiplying its factor by $\varepsilon$ would count the same kind of response twice.

\section{Internal photoemission}

In internal photoemission, light lifts electrons from silicon over the barrier into the oxide. An applied field $F$ that draws them onward also lowers the barrier. Treat silicon as a conductor and let $x$ be the distance into the oxide. Without the dipole layer, the electron energy measured from the flat barrier top is
\begin{equation}
U(x)=-\frac{A}{x}-eFx,\qquad A=\frac{e^2}{16\pi\varepsilon_0\varepsilon_{\rm opt}} .
\end{equation}
The first term is the image energy. The optical permittivity $\varepsilon_{\rm opt}$, roughly $2.1$, is used on the assumption that the ions do not follow the fast electron. The maximum satisfies $A/x^2-eF=0$, hence
\begin{equation}
x_{\rm m}=\sqrt{\frac{A}{eF}},\qquad U(x_{\rm m})=-2\sqrt{AeF}=-2eFx_{\rm m}.
\end{equation}
With $A=0.171$ eV\,nm and $F=1$ MV/cm, which is $0.1$ V/nm, the maximum lies at $x_{\rm m}=1.31$ nm and the lowering is $0.26$ eV.

This is about half as large as the dipole shift, but it cancels when thresholds with and without the dipole layer are compared \emph{at the same field}. Let the dipole layer occupy $0<x<d$ with $d=0.16$ nm, a rough silicon--oxygen distance. Beyond $d$ it adds a constant $\pm0.5$ eV to $U$, which leaves $x_{\rm m}$ unchanged and moves the maximum by $\pm0.5$ eV.

No higher maximum appears inside the layer. There the image energy is below $-A/d=-1.07$ eV. For dipoles pointing to the oxide, the step can only lower this further, while the outer maximum lies at $-0.26-0.50=-0.76$ eV. For dipoles pointing to silicon, the energy inside stays below $-1.07+0.50=-0.57$ eV, while the outer maximum lies at $-0.26+0.50=+0.24$ eV. In this model the threshold therefore shifts by the full $0.5$ eV in either direction. Silicon is not a perfect conductor: with a permittivity of $11.7$, the image energy is multiplied by $(11.7-2.1)/(11.7+2.1)=0.70$ and the lowering at $1$ MV/cm becomes $0.22$ eV, but the shift caused by the dipole layer stays the same as long as the $1/x$ form of the image energy is trusted inside the layer. That form is doubtful below a bond length. If it is cut off as $-A/(x+0.2\ \mathrm{nm})$, the highest point for dipoles pointing to the oxide moves to the silicon side of the layer and the downward shift is only $0.40$ eV. With the plain $1/x$ form the full downward shift also fails for layers thicker than about $0.5$ nm.

\section{The numbers beside a real interface}

The given $N$ is the site density of an unreconstructed Si(100) plane: with a lattice constant of roughly $0.543$ nm, two atoms per square cell give $2/(0.543\ \mathrm{nm})^2=6.78\times10^{14}\ \mathrm{cm^{-2}}$. If the charges lie $d=0.16$ nm apart along the normal, the dipole, $0.004075\ e\,$nm, corresponds to a charge $q=0.004075\,e/0.16=0.025\,e$, and the mean field between the sheets is $0.5\ \mathrm{V}/0.16\ \mathrm{nm}=31$ MV/cm. A bond of that length in an ideal tetrahedral direction on Si(100) is tilted by $54.7^\circ$ from the normal, so its normal separation is only $0.16/\sqrt3=0.092$ nm. The charge per site is then $0.044\,e$, or $0.022\,e$ per bond since each Si(100) site has two such bonds, and the field is $54$ MV/cm. Without screening, a small charge transfer per site suffices in either case. Both fields exceed the rough $10$ MV/cm at which good oxide films break down, but that figure describes a field applied across a whole film and cannot be compared directly with a field confined to one bond length. How much screening changes the required dipole depends on the model. The bulk-permittivity estimates above raise the required fixed-charge dipole by a factor of $3.9$ to $11.7$, while the site-by-site estimate gives only $1.32$, less than the factor $\sqrt3=1.73$ from the bond tilt. In a simple cubic lattice of polarizable points with the same bulk permittivities, a layer of permanent site dipoles has its step reduced by about $3\varepsilon/(\varepsilon+2)$, that is by $2.0$ and $2.6$. A real oxide is also amorphous, so bond directions and charges vary from site to site, and $p$ must then be read as an average normal component per site. Temperature matters little through the site density: with a rough linear expansion coefficient of $2.6\times10^{-6}\ \mathrm{K^{-1}}$, heating by $300$ K enlarges the area per site, and hence the dipole needed for the same step, by $0.16$ percent. The coefficient grows to about $3.8\times10^{-6}\ \mathrm{K^{-1}}$ at $600$ K, so heating from $300$ to $600$ K gives nearer $0.20$ percent.

Numbers in the example were calculated in double precision.
